\section*{Projective irreps of Abelian groups: common dimension, clock and shift matrices}

\section{Two anticommuting half turns}

A half turn about $x$ and a half turn about $y$ commute as rotations of a rigid body. On a spin $1/2$ they are represented by $-i\sigma_x$ and $-i\sigma_y$, which anticommute. The group is $\mathbb Z_2\times\mathbb Z_2$, and its product law is obeyed up to phases.

The anticommutation alone fixes the dimension. Let $A$ and $B$ be invertible matrices that represent the two half turns irreducibly, with $AB=-BA$ and with $A^2$ and $B^2$ multiples of the unit matrix. Take an eigenvector $Aw=\alpha w$, where $\alpha\neq0$ because $A$ is invertible. Then
\begin{equation}
A(Bw)=-B(Aw)=-\alpha\,Bw .
\end{equation}
The vectors $w$ and $Bw$ are nonzero and have different eigenvalues, so they are independent. Since $B(Bw)$ is a multiple of $w$, their span is invariant under $A$ and $B$. An irreducible representation has no smaller invariant subspace, so its dimension is $2$. In this basis $A$ is proportional to $\mathrm{diag}(1,-1)$, and if $B$ is scaled at the outset so that $B^2=1$, it exchanges $w$ and $Bw$. Had $A$ and $B$ commuted, $w$ could have been chosen as a common eigenvector and the dimension would have been $1$.

The group has four elements, and only the identity commutes with everything in the representation. The dimension is $2=\sqrt{4/1}$. This is the simplest nontrivial case of a rule for all finite Abelian groups.

\section{Statement and conventions}

Let $A$ now denote a finite Abelian group, written multiplicatively, with identity $e$. A projective representation assigns to each $a\in A$ an invertible complex $d\times d$ matrix $D(a)$ with
\begin{equation}
D(a)D(b)=\omega(a,b)\,D(ab),\qquad |\omega(a,b)|=1 .
\label{proj}
\end{equation}
The function $\omega$ is the factor system. Evaluating $D(a)D(b)D(c)$ with either bracketing gives the condition
\begin{equation}
\omega(a,b)\,\omega(ab,c)=\omega(a,bc)\,\omega(b,c).
\label{cocycle}
\end{equation}
Conversely, every $\omega$ that obeys (\ref{cocycle}) occurs. On a space with basis vectors $e_b$, $b\in A$, set $L(a)e_b=\omega(a,b)e_{ab}$. Then
\begin{align}
L(a)L(b)e_c&=\omega(b,c)\,\omega(a,bc)\,e_{abc}\nonumber\\
&=\omega(a,b)\,\omega(ab,c)\,e_{abc}=\omega(a,b)L(ab)e_c .
\end{align}
A nonzero invariant subspace of smallest dimension carries an irrep, so irreps with this $\omega$ exist.

Since $ab=ba$, exchanging the factors in (\ref{proj}) gives
\begin{equation}
D(a)D(b)=\beta(a,b)D(b)D(a),\qquad
\beta(a,b)=\frac{\omega(a,b)}{\omega(b,a)} .
\label{beta}
\end{equation}
Thus $D(a)$ conjugates $D(b)$ into $\beta(a,b)D(b)$. Applied to $D(b)D(c)=\omega(b,c)D(bc)$, this conjugation multiplies the left side by $\beta(a,b)\beta(a,c)$ and the right side by $\beta(a,bc)$. Hence
\begin{equation}
\beta(a,bc)=\beta(a,b)\beta(a,c),\quad
\beta(b,a)=\beta(a,b)^{-1},\quad \beta(a,a)=1 .
\label{bichar}
\end{equation}
The first two relations give multiplicativity in the first argument as well. The commutator radical
\begin{equation}
R=\{r\in A:\ \beta(r,b)=1\ \text{for all }b\in A\}
\end{equation}
is therefore a subgroup. The claim is that every irrep with factor system $\omega$ has
\begin{equation}
d=\sqrt{|A|/|R|}=\sqrt{[A:R]} .
\label{result}
\end{equation}

Replacing $D(a)$ by $\nu(a)D(a)$, with phases $\nu(a)$, multiplies $\omega(a,b)$ by $\nu(a)\nu(b)/\nu(ab)$. This factor is symmetric in $a$ and $b$, so it cancels from $\beta$. The phase convention affects neither $R$ nor $d$.

Both derivations use one consequence of Schur's lemma. If $r\in R$, then $D(r)$ commutes with every $D(b)$, so in an irrep
\begin{equation}
D(r)=\lambda(r)\,1,\qquad r\in R .
\label{schur}
\end{equation}

\section{First derivation: traces}

If $a\notin R$, there is a $b$ with $\beta(b,a)\neq1$. Taking the trace of $D(b)D(a)D(b)^{-1}=\beta(b,a)D(a)$ gives
\begin{equation}
[1-\beta(b,a)]\,\mathrm{tr}\,D(a)=0
\quad\Rightarrow\quad \mathrm{tr}\,D(a)=0 .
\label{traceless}
\end{equation}

For any $d\times d$ matrix $M$ define the group average
\begin{equation}
P(M)=\frac1{|A|}\sum_{a\in A}D(a)MD(a)^{-1}.
\end{equation}
In $D(b)P(M)D(b)^{-1}$ one meets $D(b)D(a)=\omega(b,a)D(ba)$ and the inverse of the same product, so the factors $\omega(b,a)$ cancel. What remains is the same sum with $a$ relabelled as $ba$. Hence $P(M)$ commutes with all $D(b)$ and is a multiple of the unit matrix. Its trace equals $\mathrm{tr}\,M$, so $P(M)=(\mathrm{tr}\,M/d)\,1$.

Let $M$ have a single nonzero entry, equal to $1$, in row $j$ and column $k$. The $(i,l)$ element of this identity is
\begin{equation}
\sum_{a\in A}D(a)_{ij}\,[D(a)^{-1}]_{kl}
=\frac{|A|}{d}\,\delta_{jk}\delta_{il}.
\end{equation}
Set $j=i$ and $l=k$ and sum over $i$ and $k$. The right side contains $\sum_{ik}\delta_{ik}=d$, so
\begin{equation}
\sum_{a\in A}\mathrm{tr}\,D(a)\,\mathrm{tr}\,D(a)^{-1}=|A| .
\label{norm}
\end{equation}
By (\ref{traceless}) only $a\in R$ contributes. By (\ref{schur}) each such term is $\lambda d\cdot\lambda^{-1}d=d^2$. Therefore $|R|d^2=|A|$, which is (\ref{result}). Nothing about the irrep except its factor system entered, so all irreps with this $\omega$ share the dimension.

The same argument counts them. Let $D$ and $D'$ be irreps with the same $\omega$ and the same $\lambda$. For every $M$ the matrix $Q=\sum_aD(a)MD'(a)^{-1}$ satisfies $D(b)Q=QD'(b)$. If the irreps were inequivalent, Schur's lemma would give $Q=0$ for every $M$, and the choice of indices made above would give $\sum_a\mathrm{tr}\,D(a)\,\mathrm{tr}\,D'(a)^{-1}=0$. But this sum equals $|R|d^2$. So $\lambda$ labels the irrep.

Two possible functions $\lambda$ both obey $\lambda(r)\lambda(s)=\omega(r,s)\lambda(rs)$, so their ratio is an ordinary character of $R$. There are $|R|$ such characters. Each is reached: multiplying $D$ by a character $\chi$ of $A$ leaves $\omega$ unchanged and multiplies $\lambda$ by the restriction of $\chi$ to $R$. Of the $|A|$ characters of $A$, those equal to $1$ on $R$ are the $|A|/|R|$ characters of $A/R$. The restrictions thus number $|A|/(|A|/|R|)=|R|$. There are exactly $|R|$ inequivalent irreps.

\section{Second derivation: clock and shift}

This route generalizes the two half turns. It first finds pairs of group elements that play the roles of $A$ and $B$ there, and then builds the space from one eigenvector.

\subsection{Splitting the group into pairs}

Since $\beta$ is unchanged when an argument is multiplied by an element of $R$, it is defined on $G=A/R$. There it is nondegenerate: only the identity has $\beta(g,h)=1$ for all $h$. If $G$ is trivial there is nothing to split.

Otherwise choose $u\in G$ of maximal order $n$. In a finite Abelian group the order of every element divides the maximal order, so $g^n=e$ for all $g\in G$, and all values of $\beta$ are $n$th roots of unity. The values $\beta(u,g)$ form a cyclic group, of order $m$ say. Then $\beta(u^m,g)=\beta(u,g)^m=1$ for all $g$, so $u^m=e$ and $n$ divides $m$. Hence $m=n$, and some $v$ satisfies
\begin{equation}
\beta(u,v)=\zeta=e^{2\pi i/n}.
\end{equation}

For any $g\in G$ write $\beta(u,g)=\zeta^y$ and $\beta(v,g)=\zeta^{-x}$, with $x,y$ taken modulo $n$. The element $u^xv^y$ has the same two values, because $\beta(u,u^xv^y)=\zeta^y$ and $\beta(v,u^xv^y)=\beta(v,u)^x=\zeta^{-x}$. So
\begin{equation}
g=u^xv^y\,g',\qquad \beta(u,g')=\beta(v,g')=1 .
\end{equation}
The integers $x,y$ are fixed by $g$, so the decomposition is unique. The elements $g'$ form a subgroup $G'$ with $|G|=n^2|G'|$. An element of $G'$ with trivial $\beta$ against all of $G'$ also has trivial $\beta$ against $u$ and $v$, hence against $G$, and is the identity. Thus $\beta$ is nondegenerate on $G'$ and the step can be repeated. It ends with pairs $u_i,v_i$ of orders $n_i$ such that
\begin{equation}
\beta(u_i,v_i)=\zeta_i=e^{2\pi i/n_i},\qquad
[A:R]=\prod_i n_i^2 ,
\label{pairs}
\end{equation}
while all other pairs of these generators have $\beta=1$.

\subsection{Building the irrep from one vector}

Choose representatives of $u_i,v_i$ in $A$ and write $U_i=D(u_i)$, $V_i=D(v_i)$. Then $U_iV_i=\zeta_iV_iU_i$, and all other pairs commute. Every $a\in A$ is a product of powers of the $u_i$ and $v_i$ with an element of $R$. By (\ref{schur}), $D(a)$ is a scalar times the corresponding product of the $U_i$ and $V_i$. In particular $v_i^{n_i}\in R$, so $V_i^{n_i}$ is a nonzero scalar, which we write as $\gamma_i^{n_i}$.

The commuting matrices $U_i$ have a common eigenvector $w$, with $U_iw=\alpha_iw$. Define
\begin{equation}
|j_1,j_2,\ldots\rangle=\prod_i(V_i/\gamma_i)^{j_i}\,w .
\end{equation}
Because $(V_i/\gamma_i)^{n_i}=1$, each $j_i$ counts modulo $n_i$. Moving $U_i$ through $j_i$ factors $V_i$ yields $\zeta_i^{j_i}$:
\begin{align}
U_i|\ldots j_i\ldots\rangle&=\alpha_i\zeta_i^{j_i}|\ldots j_i\ldots\rangle,\\
V_i|\ldots j_i\ldots\rangle&=\gamma_i|\ldots j_i+1\ldots\rangle .
\end{align}
These vectors are nonzero, since the $V_i$ are invertible, and no two share all their eigenvalues, so they are independent. Their span is invariant under every $D(a)$ and is therefore the whole space. Its dimension is
\begin{equation}
d=\prod_in_i=\sqrt{[A:R]},
\end{equation}
by (\ref{pairs}). This is (\ref{result}) again, now with matrices. Define the clock and shift matrices of size $n$ by
\begin{equation}
Z|j\rangle=\zeta^j|j\rangle,\qquad X|j\rangle=|j+1\bmod n\rangle,\qquad ZX=\zeta XZ .
\label{cs}
\end{equation}
Then $U_i=\alpha_iZ_i$ and $V_i=\gamma_iX_i$, each acting on its own tensor factor. For a general element with exponents $x_i,y_i$,
\begin{equation}
D(a)=\mu(a)\,W(a),\qquad W(a)=\bigotimes_iZ_i^{x_i}X_i^{y_i},
\label{DW}
\end{equation}
with a scalar $\mu(a)$. If $W(a)W(b)=\omega_0(a,b)W(ab)$, inserting (\ref{DW}) into (\ref{proj}) shows that the scalars obey
\begin{equation}
\mu(a)\mu(b)=\frac{\omega(a,b)}{\omega_0(a,b)}\,\mu(ab).
\end{equation}
Conversely, any nonzero solution $\mu$ gives an irrep with the prescribed $\omega$: the product law holds, and a matrix set of size $\prod_in_i$ cannot be reduced when every irrep has that size.

\subsection{A radical that mixes the factors}

Take $\mathbb Z_4\times\mathbb Z_4\times\mathbb Z_2$, with elements $a=(a_1,a_2,a_3)$ added componentwise, and $\omega(a,b)=i^{\,a_1(b_2+2b_3)}$. Then
\begin{equation}
\beta(a,b)=i^{\,a_1(b_2+2b_3)-(a_2+2a_3)b_1}.
\end{equation}
Membership of $R$ requires $a_1=0$ and $a_2+2a_3=0$ modulo $4$. This leaves $(0,0,0)$ and $(0,2,1)$. With $|A|=32$ and $|R|=2$, the dimension is $\sqrt{16}=4$ and there are two irreps. With $4\times4$ clock and shift matrices they are
\begin{equation}
D(a)=X^{a_2}\,(sX^2)^{a_3}\,Z^{a_1},\qquad s=\pm1 .
\end{equation}
In $D(a)D(b)$, moving $Z^{a_1}$ to the right through $X^{b_2}(sX^2)^{b_3}$ produces $i^{a_1(b_2+2b_3)}=\omega(a,b)$, as required. The sign is the label on the radical, $D(0,2,1)=sX^4=s$. The generator of $\mathbb Z_2$ does not belong to $R$, although its matrix is only a power of the shift up to a sign.

\section{An electron on a lattice in a magnetic field}

Let a spinless electron of charge $-e$ hop on a square lattice of $6\times6$ sites with periodic boundaries. The spacing is $\ell=10$ nm and the field $B$ points along $z$, with one third of a flux quantum through each cell. In Gaussian units
\begin{equation}
B=\frac{hc/e}{3\ell^2}
=\frac{4.136\times10^{-7}\ \mathrm{G\,cm^2}}{3\times10^{-12}\ \mathrm{cm^2}}
=1.379\times10^5\ \mathrm G=13.8\ \mathrm T .
\end{equation}
The hopping energy is chosen as $t=\hbar^2/(2m\ell^2)=0.3810$ meV, with $m$ the free-electron mass; this is the value that a finite-difference form of the free kinetic energy gives. The grid is too coarse to describe a free electron in this field: the magnetic length $\ell/\sqrt{2\pi/3}=6.9$ nm is shorter than $\ell$. The lowest levels found below lie between $0.483$ and $0.762$ meV, while the lowest Landau level is at $(2\pi/3)\,t=0.798$ meV; at the same field a spacing of $5$ nm gives $0.747$ meV and a spacing of $1.67$ nm gives $0.792$ meV. The energies below are therefore those of the lattice model. The Zeeman splitting left out, $1.60$ meV for a free electron, is comparable to their whole spread; it shifts the spectrum of each spin direction rigidly and leaves the degeneracies within it unchanged.

With vector potential $(0,Bx,0)$, a hop acquires the phase $-(e/\hbar c)\int\mathbf A\cdot d\mathbf l$. Let $x,y$ now count sites and $\theta=eB\ell^2/\hbar c=2\pi/3$. The hops are
\begin{equation}
K_x|x,y\rangle=|x+1,y\rangle,\qquad
K_y|x,y\rangle=e^{-i\theta x}|x,y+1\rangle,
\end{equation}
and $H=4t-t(K_x+K_x^\dagger+K_y+K_y^\dagger)$. Ordinary translation along $x$ changes the phase of $K_y$. The magnetic translations
\begin{equation}
T_x|x,y\rangle=e^{-i\theta y}|x+1,y\rangle,\qquad
T_y|x,y\rangle=|x,y+1\rangle
\end{equation}
repair this: $T_xK_y$ and $K_yT_x$ both give $e^{-i\theta(x+y+1)}|x+1,y+1\rangle$. The other three pairs commute by inspection, so $H$ commutes with $T_x$ and $T_y$. All phases fit the boundaries because $6\theta=4\pi$.

\subsection{The degeneracy}

Acting on a site gives $T_xT_y=e^{-i\theta}T_yT_x$. With $D(m,n)=T_x^mT_y^n$, reordering $T_y^nT_x^{m'}$ gives $\omega=e^{i\theta nm'}$ and
\begin{equation}
\beta=e^{2\pi i(nm'-mn')/3}.
\end{equation}
The radical consists of the $(m,n)$ with both entries divisible by $3$: $(0,0)$, $(0,3)$, $(3,0)$, $(3,3)$. Hence $d=\sqrt{36/4}=3$. There are four irreps, $T_x=s_xX$ and $T_y=s_yZ$ with $s_x,s_y=\pm1$, labelled by $T_x^3=s_x$ and $T_y^3=s_y$. Each eigenspace of $H$ is invariant under the translations, so its dimension is a multiple of $3$.

\subsection{The energies}

The hops also form a clock and shift pair, since $K_xK_y=e^{i\theta}K_yK_x$. Moreover $K_x^3=T_x^3$ and $K_y^3=T_y^3$, because $3\theta=2\pi$. The second derivation then gives, in a sector $(s_x,s_y)$, three-dimensional blocks with $K_x=s_xZ$ and $K_y=s_yX$; a remaining cube root of unity in either scalar is absorbed by relabelling or rephasing the basis. Each sector has $36/4=9$ states, since the projector on it is $\frac14(1+s_xT_x^3)(1+s_yT_y^3)$ and its nontrivial translations are traceless. It contains three identical blocks, so each block energy occurs three times.

Let $\varepsilon$ be an eigenvalue of $K_x+K_x^\dagger+K_y+K_y^\dagger$. The diagonal entries of a block are $s_x(2,-1,-1)$, and every off-diagonal entry is $s_y$. A symmetric $3\times3$ matrix with diagonal $p_1,p_2,p_3$ and equal off-diagonal entries $s$ has determinant $p_1p_2p_3-s^2(p_1+p_2+p_3)+2s^3$. Subtracting $\varepsilon$ from the diagonal gives
\begin{equation}
(-\varepsilon^3+3\varepsilon+2s_x)+3\varepsilon+2s_y=0,
\end{equation}
or
\begin{equation}
\varepsilon^3-6\varepsilon-2(s_x+s_y)=0,\qquad E=t(4-\varepsilon).
\label{cubic}
\end{equation}
For $(+,+)$ the cubic factors as $(\varepsilon+2)(\varepsilon^2-2\varepsilon-2)$, with roots $1\pm\sqrt3$ and $-2$. For $(-,-)$ all signs are reversed. For opposite signs the roots are $0$ and $\pm\sqrt6$. The lowest level is $0.3810\,(4-2.7321)=0.483$ meV. In meV the levels are
\begin{center}
\begin{tabular}{cccc}
$(s_x,s_y)$ & \multicolumn{3}{c}{$E$}\\
$(+,+)$ & 0.483 & 1.803 & 2.286\\
$(+,-)$ and $(-,+)$ & 0.591 & 1.524 & 2.457\\
$(-,-)$ & 0.762 & 1.245 & 2.565
\end{tabular}
\end{center}
Levels in the first and last rows are threefold. Those in the middle row are sixfold, because two sectors have the same cubic.

This extra factor of two is not due to the translations. If the $y$ hopping is $\rho$ times the $x$ hopping, the same determinant gives $\varepsilon^3-3(1+\rho^2)\varepsilon-2(s_x+\rho^3s_y)=0$, with $\varepsilon$ in units of the $x$ hopping. For positive $\rho\neq1$ the four constant terms differ, so no two sectors share a root. Numerical diagonalization of the $36\times36$ matrix at $\rho=1.3$ gives twelve threefold levels.

An impurity that raises one site by $0.5t$ breaks the translations. In a $g$-fold level, the states that vanish on that site form a space of dimension at least $g-1$, and they do not feel the impurity. Diagonalization shows each triplet split into $2+1$ and each sixfold level into $5+1$. At zero field the translations commute, $R=A$ and $d=1$, and the lowest level is nondegenerate.

\section{What the two derivations assume}

Both need complex matrices of finite dimension, since they use Schur's lemma in the form (\ref{schur}). Over the real numbers the result fails: with $\omega=1$, the generator of $\mathbb Z_4$ may be $\pm1$ or a rotation of the plane by $90^\circ$, so real irreps of dimensions $1$ and $2$ coexist.

Both need commutativity, which turns conjugation by $D(a)$ into multiplication by a phase. In a non-Abelian group, conjugation carries $D(b)$ to a multiple of $D(aba^{-1})$, in general a different matrix. The permutation group $S_3$ with $\omega=1$ has irreps of dimensions $1$ and $2$.

The trace derivation as written averages over a finite $A$. By (\ref{schur}), $D(a)MD(a)^{-1}$ does not change when $a$ is multiplied by an element of $R$, so the average may instead run over one representative of each coset. Only the coset $R$ then contributes to the sum of traces, which gives $d^2=[A:R]$, so a finite quotient $A/R$ suffices for the dimension. The derivation needs no knowledge of the structure of $\beta$. It shows that $[A:R]$ is a perfect square merely because $d$ is an integer, and for finite $A$ it counts the irreps. It supplies no matrices.

The clock and shift derivation uses no average. It needs the pair decomposition of $A/R$, so it too requires only that this quotient be finite. It therefore covers the unbounded lattice with one third of a flux quantum per cell, where $A=\mathbb Z^2$ and $A/R=\mathbb Z_3\times\mathbb Z_3$. Finite-dimensional irreps again have $d=3$. The signs $s_x,s_y$ are replaced by the scalar values of $T_x^3$ and $T_y^3$, which the product law no longer restricts; for unitary translations, as on the lattice, they are continuous phases.

If the flux per cell is an irrational multiple of $hc/e$, the quotient is infinite. Taking determinants in $T_xT_y=e^{-i\theta}T_yT_x$ gives $e^{-i\theta d}=1$, which no positive integer $d$ satisfies. Finite-dimensional representations then do not exist, and neither derivation applies.

All numerical values are calculated from the stated model.
